# A signed sum of 3j symbols and the barycentre rule: a numerical check

```python
"""
Result under test:
    sum_m (-1)^(j-m) (j j k; m -m 0) = sqrt(2j+1) if k = 0, and 0 otherwise,
and its consequence: in first order, only the scalar (rank 0) part of a
perturbation moves the barycentre of a complete level of 2j+1 states.

Symbols: j angular momentum, m its projection (ordered j, j-1, ..., -j),
k, q rank and component of a spherical tensor, l and s orbital and spin
angular momentum, A spin-orbit constant, D axial-field constant.
Energies are in cm^-1; angular momenta are in units of hbar.
"""
import numpy as np
from sympy import Rational
from sympy.physics.wigner import wigner_3j


def projections(two_j):
    return two_j / 2 - np.arange(two_j + 1)


def coupled_states(two_j):
    """Rows k: amplitudes <j m; j -m | k 0> from diagonalizing (J1+J2)^2."""
    j, m = two_j / 2, projections(two_j)
    hop = (j + m[:-1]) * (j - m[:-1] + 1)
    total_sq = np.diag(2 * j * (j + 1) - 2 * m**2)
    total_sq = total_sq + np.diag(hop, 1) + np.diag(hop, -1)
    values, vectors = np.linalg.eigh(total_sq)
    k = np.arange(two_j + 1)
    assert np.allclose(values, k * (k + 1), atol=1e-9)
    return (vectors * np.sign(vectors[0])).T


def angular_matrices(two_j):
    """Jz and the raising operator J+ in the basis m = j, ..., -j."""
    j, m = two_j / 2, projections(two_j)
    raising = np.diag(np.sqrt((j - m[1:]) * (j + m[1:] + 1)), 1)
    return np.diag(m), raising


# The sum rule, the singlet and the symbols, for j = 0 to 9/2
worst_sum = 0.0
for two_j in range(10):
    states = coupled_states(two_j)
    size = two_j + 1
    phase = (-1.0) ** np.arange(size)
    assert np.allclose(states[0], phase / np.sqrt(size), atol=1e-10)
    for k in range(size):
        symbols = states[k] / np.sqrt(2 * k + 1)
        jj = Rational(two_j, 2)
        racah = np.array([float(wigner_3j(jj, jj, k, jj - i, i - jj, 0))
                          for i in range(size)])
        assert np.allclose(symbols, racah, atol=1e-10)
        assert np.allclose((phase * racah)[::-1],
                           (-1) ** k * phase * racah, atol=1e-12)
        expected = np.sqrt(size) if k == 0 else 0.0
        worst_sum = max(worst_sum, abs(phase @ symbols - expected))
assert worst_sum < 1e-10

# Wigner-Eckart theorem: one reduced element serves all m, m' and q
for two_j in range(1, 6):
    jj, size = Rational(two_j, 2), two_j + 1
    raising = angular_matrices(two_j)[1]
    lowering = raising.T
    for k in range(size):
        tensor = np.linalg.matrix_power(raising, k)
        reduced = None
        for q in range(k, -k - 1, -1):
            angular = np.zeros((size, size))
            for row in range(size):
                col = row + q
                if 0 <= col < size:
                    angular[row, col] = (-1) ** row * float(wigner_3j(
                        jj, k, jj, row - jj, q, jj - col))
            if reduced is None:
                reduced = np.sum(tensor * angular) / np.sum(angular**2)
            scale = np.max(np.abs(tensor))
            assert np.allclose(tensor, reduced * angular, atol=1e-10 * scale)
            if k == 0:
                assert np.isclose(np.trace(tensor), np.sqrt(size) * reduced)
            if q > -k:
                commutator = lowering @ tensor - tensor @ lowering
                tensor = commutator / np.sqrt((k + q) * (k - q + 1))

# An l = 2 level in an angular potential with many ranks
strength, xy_strength = 100.0, 50.0
direction = np.array([0.6, 0.0, 0.8])
nodes, node_weights = np.polynomial.legendre.leggauss(40)
n_phi = 40
phi = 2 * np.pi * np.arange(n_phi) / n_phi
z, angle = np.meshgrid(nodes, phi, indexing="ij")
x, y = np.sqrt(1 - z**2) * np.cos(angle), np.sqrt(1 - z**2) * np.sin(angle)
weight = node_weights[:, None] * np.full((1, n_phi), 2 * np.pi / n_phi)
potential = strength * np.exp(direction[0] * x + direction[1] * y
                              + direction[2] * z) + xy_strength * x * y
c = np.sqrt(15 / (4 * np.pi))
orbitals = np.array([c * x * y, c * y * z, c * z * x, c * (x**2 - y**2) / 2,
                     c * (3 * z**2 - 1) / np.sqrt(12)])
overlap = np.einsum("aij,bij,ij->ab", orbitals, orbitals, weight)
assert np.allclose(overlap, np.eye(5), atol=1e-12)
v_matrix = np.einsum("aij,bij,ij->ab", orbitals, orbitals, weight * potential)
d_shifts = np.linalg.eigvalsh(v_matrix)
length = np.linalg.norm(direction)
sphere_average = strength * np.sinh(length) / length
assert abs(d_shifts.mean() - sphere_average) < 1e-9
assert np.ptp(d_shifts) > 1.0

# A p electron: spin-orbit coupling and an axial field
A, D = 100.0, 10.0
lz, l_plus = angular_matrices(2)
sz, s_plus = angular_matrices(1)
l_dot_s = np.kron(lz, sz) + 0.5 * (np.kron(l_plus, s_plus.T)
                                   + np.kron(l_plus.T, s_plus))
field = np.kron(lz @ lz - 2 / 3 * np.eye(3), np.eye(2))
so_levels, so_states = np.linalg.eigh(A * l_dot_s)
assert np.allclose(so_levels, [-A] * 2 + [A / 2] * 4, atol=1e-10)
weighted_sum = 2 * so_levels[:2].mean() + 4 * so_levels[2:].mean()
assert abs(weighted_sum) < 1e-10
upper, lower = so_states[:, 2:], so_states[:, :2]
first_upper = np.linalg.eigvalsh(upper.T @ (D * field) @ upper)
first_lower = np.linalg.eigvalsh(lower.T @ (D * field) @ lower)
assert np.allclose(first_upper, [-D / 3, -D / 3, D / 3, D / 3], atol=1e-10)
assert np.allclose(first_lower, 0, atol=1e-10)
coupling_sq = np.linalg.eigvalsh(lower.T @ (D * field) @ upper
                                 @ upper.T @ (D * field) @ lower)
assert np.allclose(coupling_sq, 2 * D**2 / 9, atol=1e-10)


def barycentre_shifts(d_value):
    levels = np.linalg.eigvalsh(A * l_dot_s + d_value * field)
    return levels, levels[2:].mean() - A / 2, levels[:2].mean() + A


# The next order is smaller by about 2D/(9A), i.e. 0.2 percent at D = 1
_, small_up, small_down = barycentre_shifts(1.0)
assert abs(small_up / (2 / (27 * A)) - 1) < 0.005
assert abs(small_down / (-4 / (27 * A)) - 1) < 0.005
full_levels, shift_up, shift_down = barycentre_shifts(D)
assert abs(full_levels.sum()) < 1e-10


def row_text(values, digits):
    return "  ".join(f"{v + 0.0:.{digits}f}" for v in values)


print(f"Sum rule, j = 0 to 9/2: largest error below 1e-10: {worst_sum < 1e-10}")
print("Terms (-1)^(j-m) (j j k; m -m 0), j = 3/2, m = 3/2, 1/2, -1/2, -3/2:")
example_states = coupled_states(3)
for k in range(4):
    terms = (-1.0) ** np.arange(4) * example_states[k] / np.sqrt(2 * k + 1)
    print(f"  k = {k}: {row_text(terms, 6)} ; sum = {abs(terms.sum()):.6f}")
print("l = 2 level in V = V0 exp(a.n) + W x y")
print(f"  V0 = {strength:.1f} cm^-1, W = {xy_strength:.1f} cm^-1")
print(f"  a = ({row_text(direction, 1)}), dimensionless")
print(f"  five first-order shifts: {row_text(d_shifts, 4)} cm^-1")
print(f"  sum of shifts: {d_shifts.sum():.4f} cm^-1")
print(f"  mean of shifts: {d_shifts.mean():.4f} cm^-1")
print(f"  spherical average of V: {sphere_average:.4f} cm^-1")
print(f"  mean without the highest state: {d_shifts[:4].mean():.4f} cm^-1")
print("p electron, H = A l.s + D (lz^2 - 2/3)")
print(f"  A = {A:.1f} cm^-1, D = {D:.1f} cm^-1")
print(f"  D = 0, j = 1/2 level (2 states): {so_levels[:2].mean():.4f} cm^-1")
print(f"  D = 0, j = 3/2 level (4 states): {so_levels[2:].mean():.4f} cm^-1")
print(f"  weighted sum over both levels: {abs(weighted_sum):.4f} cm^-1")
print(f"  first-order shifts, j = 3/2: {row_text(first_upper, 4)} cm^-1")
print(f"  their mean: {abs(first_upper.mean()):.4f} cm^-1")
print(f"  squared coupling to j = 1/2: {coupling_sq[0]:.4f} cm^-2")
print(f"  six levels of full H: {row_text(full_levels, 4)} cm^-1")
print(f"  sum of the six levels: {abs(full_levels.sum()):.4f} cm^-1")
print(f"  barycentre shift j = 3/2, full H: {shift_up:.4f} cm^-1")
print(f"  same, second order 2D^2/(27A): {2 * D**2 / (27 * A):.4f} cm^-1")
print(f"  barycentre shift j = 1/2, full H: {shift_down:.4f} cm^-1")
print(f"  same, second order -4D^2/(27A): {-4 * D**2 / (27 * A):.4f} cm^-1")
print("PASS")
```

Output:

```
Sum rule, j = 0 to 9/2: largest error below 1e-10: True
Terms (-1)^(j-m) (j j k; m -m 0), j = 3/2, m = 3/2, 1/2, -1/2, -3/2:
  k = 0: 0.500000  0.500000  0.500000  0.500000 ; sum = 2.000000
  k = 1: 0.387298  0.129099  -0.129099  -0.387298 ; sum = 0.000000
  k = 2: 0.223607  -0.223607  -0.223607  0.223607 ; sum = 0.000000
  k = 3: 0.084515  -0.253546  0.253546  -0.084515 ; sum = 0.000000
l = 2 level in V = V0 exp(a.n) + W x y
  V0 = 100.0 cm^-1, W = 50.0 cm^-1
  a = (0.6  0.0  0.8), dimensionless
  five first-order shifts: 104.4329  106.0695  117.5878  128.6907  130.8197 cm^-1
  sum of shifts: 587.6006 cm^-1
  mean of shifts: 117.5201 cm^-1
  spherical average of V: 117.5201 cm^-1
  mean without the highest state: 114.1952 cm^-1
p electron, H = A l.s + D (lz^2 - 2/3)
  A = 100.0 cm^-1, D = 10.0 cm^-1
  D = 0, j = 1/2 level (2 states): -100.0000 cm^-1
  D = 0, j = 3/2 level (4 states): 50.0000 cm^-1
  weighted sum over both levels: 0.0000 cm^-1
  first-order shifts, j = 3/2: -3.3333  -3.3333  3.3333  3.3333 cm^-1
  their mean: 0.0000 cm^-1
  squared coupling to j = 1/2: 22.2222 cm^-2
  six levels of full H: -100.1514  -100.1514  46.8180  46.8180  53.3333  53.3333 cm^-1
  sum of the six levels: 0.0000 cm^-1
  barycentre shift j = 3/2, full H: 0.0757 cm^-1
  same, second order 2D^2/(27A): 0.0741 cm^-1
  barycentre shift j = 1/2, full H: -0.1514 cm^-1
  same, second order -4D^2/(27A): -0.1481 cm^-1
PASS
```
